Density-matrix decay and the midgap complex band of a dimerised chain

**The system**

An infinite chain has cells m of length a, each with one orbital A_m and one orbital B_m. All site energies are zero. With t1, t2 > 0 and t1 ≠ t2, the one-electron Hamiltonian is

H = −Σ_m [ t1 |A_m⟩⟨B_m| + t2 |A_(m+1)⟩⟨B_m| ] + Hermitian conjugate.

There is one electron per site, so at zero temperature the lower band is full for each spin. Electrons interact only through whatever is already contained in t1 and t2. The density matrix P is the projector on the occupied states of one spin, and

P(l) = ⟨A_m|P|B_(m−l)⟩.

Numerical answers use the round parameters t1 = 4 eV, t2 = 1 eV, a = 0.5 nm.

**Part (a).** Find the bands and the decay constant κ(E) of the evanescent states in the gap. At which energy is κ largest, and what is its value there?

*Answer.* With Bloch sums |A,k⟩ ∝ Σ_m e^(ikma)|A_m⟩, and likewise for B, the t2 term joins cells m+1 and m and acquires the phase e^(−ik(m+1)a) e^(ikma) = e^(−ika). Hence

H_AB(k) = −(t1 + t2 e^(−ika)), H_BA(k) = −(t1 + t2 e^(ika)),

E² = H_AB H_BA = t1² + t2² + 2 t1 t2 cos ka.

The smallest |E| is Δ = |t1 − t2|, at ka = π, so the gap is 2Δ = 6 eV. For |E| < Δ the equation demands a real cos ka below −1. This requires ka = π ± iκa, for which cos ka = −cosh κa:

cosh κa = (t1² + t2² − E²)/(2 t1 t2).

The right side falls as E² grows, so κ is largest at midgap, E = 0. There cosh κ0a = ½(t1/t2 + t2/t1), which gives

κ0 a = |ln(t1/t2)|.

The two bands ±√(E²(k)) join at this complex k, a branch point of E(k). For the example κ0a = ln 4 = 1.3863, so κ0 = 2.773 nm⁻¹ = 2.773 × 10⁷ cm⁻¹, and the decay length is 0.361 nm.

**Part (b).** Express P(l) as an integral of the Green function G(z) = (z − H)⁻¹ over imaginary energies, and evaluate G in real space.

*Answer.* For a real number ε ≠ 0, (1/π)∫dω ε/(ε² + ω²) = sgn ε, with ω running from −∞ to ∞. Since P = ½(1 − sgn H),

P = ½ − (1/2π) ∫dω H/(H² + ω²).

In the Bloch basis H² = E²(k) times the unit matrix, and H has no AA or BB element. Same-sublattice elements of P are therefore ½ on the diagonal and zero elsewhere. From (iω − H)(iω + H) = −(ω² + H²) follows G(iω) = −(iω + H)/(ω² + H²), whose AB element is −H_AB/(ω² + E²). Thus

P(l) = (1/2π) ∫dω G_AB(l, iω).

Define q(ω) = κ(iω)a through 2 t1 t2 cosh q = t1² + t2² + ω². With θ = ka,

G_AB(l, iω) = ∫(dθ/2π) e^(ilθ) (t1 + t2 e^(−iθ)) / [2 t1 t2 (cosh q + cos θ)],

taken over one period. Summing two geometric series gives

Σ_l (−1)^l e^(−|l|q) e^(−ilθ) = (1 − e^(−2q))/(1 + 2e^(−q) cos θ + e^(−2q)) = sinh q/(cosh q + cos θ).

The Fourier coefficient of 1/(cosh q + cos θ) is therefore (−1)^l e^(−|l|q)/sinh q. The t2 term needs it at l − 1, which reverses the sign:

G_AB(l, iω) = (−1)^l [t1 e^(−|l|q) − t2 e^(−|l−1|q)] / (2 t1 t2 sinh q).

**Part (c).** Take t1 > t2. Find the leading behaviour of P(−n) (the "outer" pair) and P(n) (the "inner" pair) for large n. Is the decay purely exponential?

*Answer.* For n ≥ 1 the two cases are

G_AB(−n) = (−1)^n e^(−nq) (t1 − t2 e^(−q))/(2 t1 t2 sinh q),

G_AB(n) = (−1)^n e^(−nq) (t1 − t2 e^(q))/(2 t1 t2 sinh q).

The factor e^(−nq) is largest where q is smallest, at ω = 0, which is midgap. Write q0 = κ0a and W² = t1² − t2². Since e^(q0) = t1/t2, 2 t1 t2 sinh q0 = W². Expanding the definition of q then gives

q ≈ q0 + ω²/W².

For the outer pair the remaining factor at ω = 0 is (t1 − t2²/t1)/W² = 1/t1. The Gaussian integral is ∫dω e^(−nω²/W²) = W√(π/n), so with r = t2/t1

P(−n) ≈ (−1)^n e^(−nκ0a) W/(2 t1 √(πn)) = ½ (−r)^n √(1 − r²)/√(πn).

For the inner pair the factor vanishes at ω = 0, because t2 e^(q0) = t1. To next order t1 − t2 e^q ≈ −t1 ω²/W². With ∫dω ω² e^(−nω²/W²) = √π W³/(2n^(3/2)),

P(n) ≈ −(−1)^n e^(−nκ0a) (t1/W⁴) √π W³/(4π n^(3/2)) = −(−r)^n / [4√π n^(3/2) √(1 − r²)].

Both elements have the midgap rate κ0, but each carries a power n^(−ν), with ν = 1/2 (outer) or 3/2 (inner). The equality of rates is thus a statement about large n. When the gap is small, the expansion of q needs ω² ≪ (t1 − t2)² at the relevant ω² ~ W²/n, hence n ≫ (t1 + t2)/(t1 − t2).

The zero in the inner amplitude has a simple origin. At E = 0 a source on B_m obeys t1 ψ(A_j) + t2 ψ(A_(j+1)) = δ_jm. To the right of the source the recursion multiplies ψ by −t1/t2 at each step, which grows. The bounded solution therefore vanishes there and lives on the left.

If t1 < t2, one regroups B_m and A_(m+1) as a cell. The rate is again |ln(t1/t2)|, and the two powers change places.

**Part (d).** Calculate P numerically and extract its decay rate without using κ0. Compare with part (a).

*Answer.* A ring of 60 cells gives a 120 × 120 matrix. Diagonalising it and summing over the 60 lowest eigenvectors yields:

n | P(−n), outer | P(n), inner
---|---|---
1 | −6.102 × 10⁻² | +6.300 × 10⁻²
2 | +1.141 × 10⁻² | −3.969 × 10⁻³
4 | +5.188 × 10⁻⁴ | −7.802 × 10⁻⁵
6 | +2.673 × 10⁻⁵ | −2.567 × 10⁻⁶
12 | +4.657 × 10⁻⁹ | −2.149 × 10⁻¹⁰

At n = 6 the outer law of part (c) gives 4⁻⁶ × ½√(15/16)/√(6π) = 2.722 × 10⁻⁵, which is 1.9% above the computed value. The inner law gives −2.420 × 10⁻⁶, 5.7% too small in magnitude.

A straight line through ln|P| for n = 2 to 12 falls by 1.466 per cell (outer) or 1.651 (inner). These rates exceed κ0a by 5.7% and 19%, because the power of n adds about ν/n to the local rate of fall.

At larger distances both the diagonalisation and the Bloch sum lose their digits to cancellation in ordinary floating-point numbers. The sum

P(l) = (1/N) Σ_k e^(ikla) (t1 + t2 e^(−ika))/(2|E(k)|)

was therefore evaluated with 130 digits for N = 480 cells. The local rate s(n) = ln|P(n)/P(n+1)|, with P(−n) and P(−n−1) for the outer pair, is:

n | outer | inner
---|---|---
20 | 1.410428 | 1.460295
40 | 1.398574 | 1.423537
80 | 1.392489 | 1.404979
160 | 1.389405 | 1.395653

Assume only that s(n) = s∞ + c1/n + c2/n² + …. The combination 2s(2n) − s(n) removes c1. For the outer pair it gives

1.386720, 1.386404, 1.386322.

Taking (4y − x)/3 of neighbours x, y removes c2 and gives 1.386298 and 1.386295. A last step, (8y − x)/7, removes c3. Carried out with unrounded numbers, it gives

s∞ = 1.386294 (outer), s∞ = 1.386294 (inner),

against κ0a = 1.386294. The excess at n = 160 measures the power: 160[s(160) − s∞] = 0.498 and 1.497, close to 1/2 and 3/2.

The same procedure for t1, t2 = 3, 2 eV gives 0.405465 and 0.405466, against |ln(t1/t2)| = 0.405465. For 5, 2 eV both rates are 0.916291, as is the logarithm. For the reversed order 1, 4 eV they are 1.386295 and 1.386294.

**Part (e).** Relate κ0 to the band-edge mass m. What mass would a parabolic one-band barrier need to reproduce κ0? What changes if the sites also have energies ±s?

*Answer.* Put k = π/a + p. Then cos ka ≈ −1 + p²a²/2, and

E² ≈ Δ² + t1 t2 a² p², E ≈ Δ + t1 t2 a² p²/(2Δ).

Comparison with ħ²p²/(2m) gives m = ħ²Δ/(t1 t2 a²) = 0.229 m0, where m0 is the free-electron mass. At midgap cosh κ0a − 1 = Δ²/(2 t1 t2), and the left side equals 2 sinh²(κ0a/2). Therefore

sinh(κ0a/2) = Δ/(2√(t1 t2)) = (a/2) √(mΔ)/ħ.

In the example the middle expression is 3/4, so κ0a/2 = ln(3/4 + 5/4) = ln 2, as it should be. For κ0a ≪ 1 the relation becomes κ0 = √(mΔ)/ħ, the continuum two-band result. It would give 3.00 nm⁻¹, 8% above the chain's value.

A parabolic barrier of height Δ has κ = √(2m_tΔ)/ħ, hence

m_t = ħ²κ0²/(2Δ) = 0.098 m0.

This is less than half the edge mass. The continuum two-band relation accounts for a factor of one half, and the lattice for the rest.

With energies +s on A and −s on B, E² gains s² and Δ² = (t1 − t2)² + s². The relation cosh κ0a = 1 + Δ²/(2 t1 t2) keeps its form, and so does m. At fixed gap, period and edge mass, κ0 is unchanged. For s = 1.8 eV these conditions require t1 = 3.532 eV and t2 = 1.132 eV. The extrapolated rate of P(−n) is again 1.386294. The prefactors do change. Now t2 e^(q0) = 4.53 eV differs from t1, so the inner amplitude no longer vanishes at ω = 0 and both pairs carry the power ν = 1/2. The same-sublattice elements are no longer ½ and zero: the A-site occupation is 0.271, and the off-diagonal elements decay with the same rate and the power 1/2.

**Part (f).** How does the result change (i) at temperature T, with the filling kept at one half, and (ii) when a matrix element t′ joins neighbouring sites of the same sublattice?

*Answer.* (i) The spectrum is symmetric, so half filling keeps the chemical potential at E = 0. The occupation is ½ − ½ tanh(E/2k_BT), and the expansion

tanh(x/2k_BT) = 4k_BT Σ_(j≥0) x/(x² + ω_j²), ω_j = (2j + 1)πk_BT,

turns the integral of part (b) into the sum P(l) = 2k_BT Σ_(j≥0) G_AB(l, iω_j). At sufficiently large distance the slowest term, j = 0, remains. The decay is then exponential without a power of n:

cosh κ_T a = [t1² + t2² + (πk_BT)²]/(2 t1 t2).

For an artificially large k_BT = 0.5 eV this is (17 + 2.467)/8 = 2.433, or κ_T a = 1.537. The Bloch sum with the thermal factor gives a local rate of 1.537 at n = 60. At 400 K the rate rises by just 0.06%. The zero-temperature power laws hold while n(πk_BT)²/W² ≪ 1, here for n well below about 1300 cells.

(ii) The new term adds 2t′ cos ka times the unit matrix. It moves the bands but leaves their eigenvectors alone, so P is unchanged as long as the bands do not overlap in energy. The branch point stays at the same complex k, where cos ka = −(t1² + t2²)/(2 t1 t2). Its energy becomes

E_b = −t′(t1² + t2²)/(t1 t2).

For t′ = 0.2 eV, E_b = −0.85 eV, while the band edges at −0.4 ± 3 eV put midgap at −0.40 eV. Solving the secular equation at midgap gives κa = 1.373, whereas P still decays with 1.386. The density matrix follows the branch point; it follows midgap when symmetry places the branch point there.

**Part (g).** Use the chain as a rough model of a 3 nm high-k gate-oxide film. What does κ0 say about tunnelling, and which neglected effects matter most?

*Answer.* A gap near 6 eV and a thickness of a few nanometres are roughly typical of such films; no particular oxide is modelled. The edge mass of 0.229 m0 is a choice of the model. Real values depend on the oxide and the crystal direction, and at fixed gap and period a heavier mass makes κ0 larger. Over L = 3 nm, or six cells, an amplitude carries the factor e^(−κ0L) = 2.4 × 10⁻⁴. A tunnelling probability is quadratic in the Green function and carries e^(−2κ0L) = 6.0 × 10⁻⁸. Neither number includes the prefactors set by the electrodes.

A tunnelling electron has the energy of the electrode, not that of the branch point. For a level 1.5 eV below the upper band edge, κ falls to 2.44 nm⁻¹. The probability factor then grows by e^(2 × 0.329 × 3) ≈ 7. Doubling the edge mass at fixed gap and period, as might occur along another crystal direction, has a larger effect than this particular shift of level: it raises κ0 to 3.69 nm⁻¹ and lowers the midgap factor by e^(5.5) ≈ 250. A level closer to the band edge could reverse this order, since κ goes to zero there.

A field of 5 MV/cm is severe, of the order at which such oxides break down. Diagonalising an open 12-cell chain of equally spaced sites (A–B distance a/2) with this potential slope raises the outer P at n = 6 by 9.8% and the inner P by 62% relative to the same chain without field; other A–B distances between 0 and 0.4 nm give 9.5 to 10% for the outer pair. Tunnelling responds far more strongly, because the field drops 1.5 eV across the film. One polarity carries the level that enters 1.5 eV below the upper edge up to that edge at the far side. Averaging κ(E) from E = 1.5 to 3 eV gives 1.77 nm⁻¹ in place of 2.44 nm⁻¹, so the probability factor grows by e^(2 × 0.674 × 3) ≈ 57. This local-κ estimate is rough for six cells, where the direct transmission grows by about 20 to 40 depending on the contacts. The opposite polarity moves the level towards midgap and lowers the factor by about 4. The bands at equal energy are then 6 eV/(0.5 eV/nm) = 12 nm apart, more than the film thickness, so band-to-band tunnelling inside the film has no final states in this model. Independent 5% Gaussian scatter of all hoppings, sampled 200 times on a 30-cell ring, spreads ln|P| of the outer pair at 3 nm by 0.16 (standard deviation); with 200 samples this figure is uncertain by about 0.01, and larger samples give 0.17.

Real films also contain defects, which can carry current through states in the gap. That path, the image force, electron interaction beyond the one-electron model and the sum over transverse wavevectors are absent here, so κ0 alone does not predict a leakage current.
